\section*{Built-in electric field of a slowly graded nondegenerate dopant profile, part 1}

(Sections cited here and not found follow in the second part.)

\section{The field from zero current and local neutrality}

At the centre of a silicon-like layer whose donor density falls smoothly from $10^{16}$ to $10^{15}\,\mathrm{cm^{-3}}$, electron drift amounts to a current density of $+179\,\mathrm{A/cm^2}$, although the layer is in thermal equilibrium and carries no current. Electron diffusion contributes $-179\,\mathrm{A/cm^2}$. The drift requires an electric field, here about $295\,\mathrm{V/cm}$, and no external source supplies it. The field follows from the shape of the doping profile and the temperature; the mobilities, which set the size of the two opposing currents, cancel out of it.

\subsection{Setting and sign conventions}

All quantities vary along one coordinate $x$. The elementary charge $q$ is positive, so an electron has charge $-q$. The electrostatic potential is $\phi$, and the field is $E=-d\phi/dx$, positive when it points towards larger $x$. A prime denotes $d/dx$. Electron and hole densities are $n$ and $p$. Current density $J$ counts positive charge moving towards $+x$.

The net doping is
\begin{equation}
N(x)=N_D(x)-N_A(x)>0 ,
\end{equation}
where $N_D$ and $N_A$ are the donor and acceptor densities. All dopants are taken as ionized, so the fixed charge density is $+qN$. The temperature $T$ is uniform, and the thermal voltage is
\begin{equation}
V_T=\frac{kT}{q},
\end{equation}
which is $25.852\,\mathrm{mV}$ at $300\,\mathrm K$. The carriers are nondegenerate: their velocities follow the Maxwell distribution. The band gap and the effective masses do not depend on position.

\subsection{Drift, diffusion and the Einstein relation}

The balance of drift and diffusion needs the ratio of the diffusion constant to the mobility. It follows from the Boltzmann equation. Let $M(\mathbf v)$ be the normalized Maxwell distribution for electrons of mass $m$, so that $M\propto\exp(-mv^2/2kT)$. With no field and no gradient the distribution is $f_0=nM$. In a field $E$ the force on an electron is $-qE$. If collisions restore $f_0$ in a time $\tau(v)$, the steady state obeys
\begin{equation}
v_x\frac{\partial f}{\partial x}-\frac{qE}{m}\frac{\partial f}{\partial v_x}
=-\frac{f-f_0}{\tau(v)} .
\end{equation}
For a weak field and a weak gradient, $f$ may be replaced by $f_0$ on the left. The change $f_1=f-f_0$ is then
\begin{equation}
f_1=-\tau\left[v_xn'M-\frac{qE}{m}\,n\frac{\partial M}{\partial v_x}\right].
\end{equation}
The Maxwell distribution has the derivative $\partial M/\partial v_x=-(mv_x/kT)M$. The two minus signs in the second term combine to a plus, and the mass cancels:
\begin{equation}
f_1=-\tau v_xM\left[n'+\frac{qE}{kT}\,n\right].
\end{equation}
The electron flux is the integral of $v_xf_1$ over velocity; $f_0$ contributes nothing because it is even in $v_x$. Writing $\langle\cdot\rangle$ for the average over $M$,
\begin{equation}
\Gamma_n=-\langle v_x^2\tau\rangle\left[n'+\frac{E}{V_T}\,n\right].
\end{equation}
Electrons carry charge $-q$, so their current is $J_n=-q\Gamma_n$:
\begin{equation}
J_n=q\mu_n nE+qD_nn',\qquad
D_n=\langle v_x^2\tau\rangle,\qquad
\mu_n=\frac{D_n}{V_T}.
\label{eq:jn}
\end{equation}
The last equality is the Einstein relation $D_n=\mu_nV_T$. It holds for any dependence of $\tau$ on speed, because the same average appears in both coefficients. The collision time may also vary with position, as it does when the dopants scatter the carriers: $\tau$ enters as a local factor in front of the bracket, and its derivative never appears.

If the mass is anisotropic and $x$ is a principal axis, $m$ is replaced by the mass along $x$ in both the acceleration and the derivative of $M$. It cancels as before, and the relation is unchanged.

For holes the force is $+qE$ and the charge is $+q$. Reversing the sign of the field term in the flux gives $\Gamma_p=-D_p[p'-(E/V_T)p]$, and $J_p=+q\Gamma_p$ becomes
\begin{equation}
J_p=q\mu_p pE-qD_pp',\qquad D_p=\mu_pV_T .
\label{eq:jp}
\end{equation}
A field towards $+x$ gives both carriers a positive drift current. A density rising towards $+x$ drives both kinds of particle towards $-x$, which is a positive current for electrons and a negative one for holes.

\subsection{What zero total current gives}

Setting $J_n+J_p=0$, using both Einstein relations and dividing by $q$, one finds
\begin{equation}
(\mu_nn+\mu_pp)E+V_T(\mu_nn'-\mu_pp')=0 .
\end{equation}
Solving for the field,
\begin{equation}
E=-V_T\,\frac{\mu_nn'-\mu_pp'}{\mu_nn+\mu_pp}.
\label{eq:total}
\end{equation}
This expression still contains the mobilities, and it holds in any steady state without total current, including one kept out of equilibrium by light. A second condition is needed.

The condition used here is local equilibrium between electrons and holes; the derivation needs from it only that the product $np$ is uniform. If both share one Fermi level $E_F$ at a given point, and $E_c$ and $E_v$ are the band edges there, Maxwell statistics give
\begin{equation}
n=N_ce^{(E_F-E_c)/kT},\qquad p=N_ve^{(E_v-E_F)/kT},
\end{equation}
where $N_c$ and $N_v$ are the effective densities of states of the bands. In the product the Fermi level cancels:
\begin{equation}
np=N_cN_ve^{-(E_c-E_v)/kT}=n_i^2 .
\label{eq:mass}
\end{equation}
The potential shifts both edges equally, so the intrinsic density $n_i$ is the same everywhere. Differentiating $np=n_i^2$ gives $n'p+np'=0$, hence
\begin{equation}
p'=-\frac{p}{n}\,n' .
\label{eq:pprime}
\end{equation}
The numerator of Eq.~\eqref{eq:total} becomes
\begin{equation}
\mu_nn'+\mu_p\frac pn\,n'=\frac{n'}{n}\,(\mu_nn+\mu_pp),
\end{equation}
and the bracket cancels the denominator:
\begin{equation}
E=-V_T\frac{n'}{n}=-V_T\frac{d\ln n}{dx}.
\label{eq:field}
\end{equation}
Inserting this in Eq.~\eqref{eq:jn} gives $J_n=q\mu_n(-V_Tn'+V_Tn')=0$. Since the total is zero, $J_p=0$ as well. Each carrier current therefore vanishes separately, as a result of the two conditions together.

\subsection{Why zero total current alone is not enough}

Suppose a steady source maintains excess pairs of uniform density $d$ in an extrinsic layer. Neglecting the small equilibrium hole density, $n=N+d$ and $p=d$, so $n'=N'$ and $p'=0$. Equation~\eqref{eq:total} gives
\begin{equation}
E=-V_T\frac{\mu_nN'}{\mu_n(N+d)+\mu_pd}.
\end{equation}
Its ratio to the equilibrium field $-V_TN'/N$ is
\begin{equation}
\frac{E}{E_{\rm eq}}=\frac{\mu_nN}{\mu_n(N+d)+\mu_pd}.
\end{equation}
With the rough silicon values $\mu_n=1200$ and $\mu_p=450\,\mathrm{cm^2/Vs}$, and with $d/N=0.1$, this is $1200/(1320+45)=0.879$. The field is 12\% smaller than in equilibrium. The total current is still zero, but the hole current $q\mu_pdE$ is not, and an equal and opposite electron current accompanies it.

A uniform $d$ is an idealization chosen to expose the mobilities. With uniform generation across the micrometre grading of the example below, it requires a recombination lifetime of about $0.1\,\mathrm{ns}$ or less. For lifetimes of a microsecond or more, in a layer thinner than the diffusion length and closed to carrier flow at its ends, the holes redistribute until $np$ is nearly uniform, though larger than $n_i^2$. Both currents then nearly vanish and the mobilities drop out again. At a point where $p=0.1N$ the ratio approaches $N/(n+p)=1/1.2=0.83$.

\subsection{From carrier density to doping}

Equation~\eqref{eq:field} contains the electron density, whereas the designer knows the doping. Approximate local neutrality connects them: the mobile and fixed charges nearly cancel at each point,
\begin{equation}
n-p\simeq N .
\label{eq:neutral}
\end{equation}
With $p=n_i^2/n$ this is the quadratic equation $n^2-Nn-n_i^2=0$, whose positive root is
\begin{equation}
n=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.
\end{equation}
For the field it is simpler to differentiate Eq.~\eqref{eq:neutral} and insert Eq.~\eqref{eq:pprime}:
\begin{equation}
N'=n'-p'=n'\left(1+\frac pn\right)
\quad\Longrightarrow\quad
\frac{n'}{n}=\frac{N'}{n+p}.
\end{equation}
The sum of the densities follows from $(n+p)^2=(n-p)^2+4np=N^2+4n_i^2$. Therefore
\begin{equation}
E\simeq-V_T\frac{N'}{\sqrt{N^2+4n_i^2}} .
\label{eq:general}
\end{equation}
In extrinsic material, $N\gg n_i$, the root reduces to $N$:
\begin{equation}
E\simeq-V_T\frac{N'}{N}=-V_T\frac{d\ln N}{dx}.
\label{eq:main}
\end{equation}

Where the donor density falls towards $+x$, $N'<0$ and $E>0$: the field points towards the lighter doping. Electrons tend to diffuse to the lightly doped side and leave a slight excess of positive donor charge behind. The resulting field pushes them back until the two fluxes balance. Only the relative gradient matters, so multiplying the whole profile by a constant leaves Eq.~\eqref{eq:main} unchanged.

For p-type material, let $P=N_A-N_D>0$. Equation~\eqref{eq:pprime} turns Eq.~\eqref{eq:field} into $E=+V_Tp'/p$, and extrinsic neutrality $p\simeq P$ gives $E\simeq+V_TP'/P$. The field then points towards the heavier doping.

Neutrality has been used to find $n$. It must not be inserted into Poisson's equation as a strict statement, because that would give $E'=0$ and forbid any variation of the field. A small difference between $n$ and $N$ remains, and the field's variation depends on it.

\subsection{Potential difference}

Since $E=-\phi'$, Eq.~\eqref{eq:field} integrates to $\phi=V_T\ln n+\text{constant}$. Between two neutral extrinsic plateaus with dopings $N_1$ on the left and $N_2$ on the right,
\begin{equation}
\phi_1-\phi_2=V_T\ln\frac{N_1}{N_2}.
\label{eq:drop}
\end{equation}
Neutrality is needed on the plateaus but not between them. The shape and width of the transition do not enter. One decade of doping at $300\,\mathrm K$ gives $25.852\times\ln10=59.5\,\mathrm{mV}$.

\subsection{Example: a smooth fall by one decade}

The example uses rough typical values for phosphorus-doped silicon at $300\,\mathrm K$. The profile is
\begin{equation}
\ln N=\tfrac12\ln(N_1N_2)-\tfrac12\Lambda\tanh\frac x\ell,
\qquad \Lambda=\ln\frac{N_1}{N_2},
\label{eq:profile}
\end{equation}
with $N_1=10^{16}$, $N_2=10^{15}\,\mathrm{cm^{-3}}$ and $\ell=1\,\mu\mathrm m$. Its plateaus lie at $N_1$ on the far left and $N_2$ on the far right. Because the derivative of $\tanh s$ is $1/\cosh^2s$, Eq.~\eqref{eq:main} gives
\begin{equation}
E\simeq\frac{V_T\Lambda}{2\ell}\,\frac1{\cosh^2(x/\ell)} .
\label{eq:exfield}
\end{equation}
At the centre,
\begin{equation}
E(0)\simeq\frac{0.025852\,\mathrm V\times2.3026}{2\times10^{-4}\,\mathrm{cm}}
=298\,\mathrm{V/cm},
\end{equation}
or $2.98\times10^{-4}\,\mathrm{MV/cm}$. With the rough value $n_i=10^{10}\,\mathrm{cm^{-3}}$, the term $4n_i^2$ in Eq.~\eqref{eq:general} is negligible here.

\subsection{Evaluation on a mesh}

On a mesh it is safer to difference the logarithm than the density. Let $r=\ln(N_{i+1}/N_i)$ across an interval $h$. Integrating Eq.~\eqref{eq:main} over the interval gives the mean field
\begin{equation}
\bar E=-\frac{V_T}{h}\,\ln\frac{N_{i+1}}{N_i}=-\frac{V_Tr}{h},
\end{equation}
with no further error from the size of $h$. Dividing the difference of $N$ by its average instead gives
\begin{equation}
-\frac{V_T}{h}\,\frac{2(N_{i+1}-N_i)}{N_{i+1}+N_i}
=-\frac{V_T}{h}\,2\tanh\frac r2 .
\end{equation}
For a factor of ten in one interval, $2\tanh(r/2)$ has magnitude 1.64 where $r$ has magnitude 2.30, so the second form is 29\% too small. The two agree when $|r|\ll1$.

\section{Limits of the neutral formula and effects left out}

This half uses the following symbols and results. The net donor density is $N(x)$, the electron and hole densities are $n$ and $p$ with $np=n_i^2$, and $V_T=kT/q$. In equilibrium $E=-V_T(\ln n)'$, and neutrality in extrinsic material turns this into $E\simeq-V_T(\ln N)'$. The example profile, Eq.~\eqref{eq:profile}, falls from $N_1=10^{16}$ to $N_2=10^{15}\,\mathrm{cm^{-3}}$ with grading length $\ell=1\,\mu\mathrm m$ and $\Lambda=\ln10$; its neutral peak field is $298\,\mathrm{V/cm}$.

In equilibrium, zero total current, a uniform product $np$ and approximate local neutrality together give the field in extrinsic n-type material as $E\simeq-V_T(\ln N)'$, with no mobilities in it. It remains to find how far neutrality can be trusted, and to estimate the effects that this derivation leaves out.

Numerical values quoted here were computed with a short program.
